Projecting Rigid-Body Motion from Hessians: Linear Molecules and Soft Torsions

A model molecule with two three-atom ligand tops has a torsion at 144.2 cm⁻¹. A space-fixed energy ripple of only 0.10 meV per atom and direction, an assumed stand-in for the error of a uniform integration grid fixed in space, moves it to 153.7 cm⁻¹. Projecting out translations and rotations brings it back to 143.9 cm⁻¹. If the molecule is now moved by a quarter of the ripple period in the positive direction along each Cartesian axis, the torsion comes out at 107.1 cm⁻¹ before projection and 106.8 cm⁻¹ after it. The same projection cures one error and leaves the other. The reason lies in which part of the Hessian a projection can reach.

**Setting and rigid vectors**

Let V(x) be the potential of N atoms with masses mᵢ and positions xᵢ, g its gradient and H its Hessian. The mass-weighted Hessian is

K = M^(−1/2) H M^(−1/2),

where M is the diagonal matrix of masses, each repeated three times. A Cartesian displacement dᵢ becomes qᵢ = √mᵢ dᵢ. An eigenvalue λ of K is a squared angular frequency, and the wavenumber is √λ/(2πc). With λ in eV/(Å² u), this is 521.5 √λ cm⁻¹. Imaginary wavenumbers are written as negative numbers.

Put rᵢ = xᵢ − R, with R the centre of mass, so that Σ mᵢ rᵢ = 0. For each Cartesian unit vector e_a, the mass-weighted rigid vectors are

translation: t_a,i = √mᵢ e_a
rotation: w_a,i = √mᵢ (e_a × rᵢ).

The two sets are orthogonal, because

t_a · w_b = e_a · (e_b × Σ mᵢ rᵢ) = 0.

The rotations need not be orthogonal to one another. Their scalar products are

w_a · w_b = Σ mᵢ (e_a × rᵢ)·(e_b × rᵢ) = Σ mᵢ (rᵢ² δ_ab − r_i,a r_i,b) = I_ab,

which is the inertia tensor. Rotations about different principal axes are therefore orthogonal, and the squared length of each is a principal moment.

Let the columns of B be an orthonormal basis of these motions. A vibration q orthogonal to B obeys

Σ mᵢ dᵢ = 0 and Σ mᵢ rᵢ × dᵢ = 0,

since w_a · q = Σ mᵢ (e_a × rᵢ)·dᵢ = e_a · Σ mᵢ rᵢ × dᵢ. These are the Eckart conditions. They remove the linear momentum exactly and the angular momentum to first order in the displacement. The second-order part, Σ mᵢ dᵢ × ḋᵢ with ḋᵢ the velocity, vanishes for a single mode, where dᵢ and ḋᵢ are parallel, but can remain when two modes move out of phase.

**When the rigid vectors are null vectors**

An isolated molecule satisfies g(x + s) = g(x) for every common shift s. Differentiating with respect to s gives H t = 0 for a Cartesian translation t, at any geometry.

Rotations are different. From V(Rx) = V(x), with R now a rotation matrix, differentiation with respect to x gives Rᵀ g(Rx) = g(x), or g(Rx) = R g(x). For a small angle α about e, Rx = x + α e × x. The terms linear in α are

H (e × x) = e × g,

where the cross products act atom by atom. A rotation is a null vector when the right side vanishes, as it does at a stationary point. There K B = 0, the vibrations are already orthogonal to B, and projection changes nothing. Projection matters when K carries an error: residual forces, a space-fixed grid, or inaccurate differentiation.

**What projection removes**

Let D be an orthonormal basis of the complement of B. Write K = K₀ + E, where K₀ B = 0 and E is the error. In the basis (D, B),

K = [ DᵀK₀D + DᵀED   DᵀEB ]
    [ BᵀED           BᵀEB ].

Diagonalizing DᵀKD discards the off-diagonal blocks and the rigid block. The vibrational error DᵀED stays. The resulting eigenvectors are free of rigid motion by construction, so their cleanliness says nothing about the accuracy of their eigenvalues.

The projector form P = DDᵀ is equivalent, because PKP = D(DᵀKD)Dᵀ has the eigenvalues of DᵀKD together with one zero for each column of B. The smaller matrix is safer in use. If a true vibration is imaginary, the zeros of PKP no longer come first in a sorted list, and dropping the lowest six values would delete that vibration.

**Linear molecules**

A linear molecule has five rigid motions, since rotation about its own axis displaces no atom. The implementation must find this from coordinates that may be slightly bent by rounding.

Arrange the three rotations as columns of a matrix W. Because WᵀW is the inertia tensor, the singular values of W are the square roots of the principal moments. The left singular vectors are the normalized rotations about the principal axes. One of them is dropped when its singular value is below a chosen fraction of the largest one.

Keeping the normalized vector of a very small singular value instead has a definite consequence for a triatomic. Suppose the middle atom is slightly off the line. The three atoms have three displacements perpendicular to the molecular plane. One combination is a translation and one is a rotation about the in-plane axis across the molecule. One dimension remains. The rotation about the long axis also moves the atoms perpendicular to the plane, and it is orthogonal to the other two. Once normalized, it must fill the remaining dimension, which is the out-of-plane bend. A six-vector projection then deletes a real vibration.

Take masses of 14, 14 and 16 u, bonds a = 1.13 Å and b = 1.19 Å, stretching constants of 110 and 70 eV/Å², and bending energy k(1 + cos θ) with k = 4.0 eV. For perpendicular displacements d₁, d₂, d₃ the deviation from a straight angle is

β = (d₁ − d₂)/a + (d₃ − d₂)/b,

and the energy is k(1 − cos β) ≈ kβ²/2. In mass-weighted coordinates its Hessian is k times the outer product of one vector with itself. The nonzero eigenvalue is k times the squared length of that vector:

λ_bend = k [1/(m₁a²) + 1/(m₃b²) + (1/a + 1/b)²/m₂].

This gives 583.2 cm⁻¹, twice, because there are two perpendicular directions.

Now displace the middle atom by 0.0001 Å, a bend of 0.0099°. The smallest singular value is 4.9 × 10⁻⁵ of the largest. With a cut at 10⁻³, five vectors are removed and the numerical Hessian gives 583.2, 583.2, 1225.3 and 2306.8 cm⁻¹. With six vectors removed, one 583.2 cm⁻¹ bend is missing, and with it 36 meV of zero-point energy.

The axial singular value is proportional to a small kink, so this cut would be reached near 0.0099° × 10⁻³/(4.86 × 10⁻⁵) ≈ 0.2°. The harmonic zero-point spread of one bend, from ⟨β²⟩ = ħω/(2k), is 5.4° rms. A kink of a hundredth of a degree therefore has no physical meaning here. A molecule whose equilibrium is truly bent by a small angle needs a separate decision, and probably an anharmonic bending treatment.

**Algorithm and cost**

```
input: masses m, positions x, Hessian H, cut = 1e-3
r = x - centre_of_mass(m, x)
K = H_ij / sqrt(m_i m_j);  K = (K + K^T)/2
T = three translations, divided by sqrt(total mass)
W = three columns sqrt(m_i) (e_a cross r_i)
U, s = thin SVD of W
B = [T, columns of U with s > cut * max(s)]
D = orthonormal complement of B
C = D^T K B;   S = B^T K B
solve (D^T K D) y = lambda y
return lambda, modes D y, and diagnostics C, S
```

The routine is for molecules of at least two separated atoms; a single atom has no rotation columns to keep. Building B costs O(N) operations. Multiplication by a dense D costs O(N³), as does the diagonalization. If D is represented by at most six Householder reflections, applying it to K costs O(N²).

The SVD should act on W, not on the inertia tensor: forming WᵀW squares the singular-value ratio, here from 4.9 × 10⁻⁵ to 2.4 × 10⁻⁹, and brings it closer to rounding error. In double precision the loss is harmless for this example, about one part in 10⁸ in the ratio, and it grows as the kink shrinks. Centring matters too. A shifted origin adds translations to the rotation columns, and the singular values no longer measure the principal moments.

**The torsion without an error**

The test molecule is a staggered X₃Y–YX₃, with masses of 28 u for Y and 1 u for X. The bonds are 2.35 Å (YY) and 1.48 Å (YX), and all bond angles are tetrahedral. Its force field has harmonic stretches of 11 and 17 eV/Å² respectively, bends of 3 eV/rad² (XYX) and 2 eV/rad² (XYY), and the torsional energy

V_tor = (V₃/2)(1 + cos 3φ), V₃ = 400 cm⁻¹.

At the staggered minimum cos 3φ = −1, so the second derivative, −(9V₃/2) cos 3φ, equals 9V₃/2. Let the tops have axial moments I₁ and I₂ and angular velocities ω₁ and ω₂. Without overall rotation I₁ω₁ + I₂ω₂ = 0. With φ̇ = ω₁ − ω₂ this gives ω₁ = I₂φ̇/(I₁ + I₂) and ω₂ = −I₁φ̇/(I₁ + I₂). The kinetic energy becomes

½I₁ω₁² + ½I₂ω₂² = ½ I_red φ̇², I_red = I₁I₂/(I₁ + I₂).

Hence ω² = 9V₃/(2I_red). Defining B_rot = ħ²/(2I_red),

ħω = 3 √(B_rot V₃).

No stretch or bend mixes in. Consider motions unchanged by the threefold rotation and reversed by the mirror planes containing the axis. Each Y atom must then stay at rest, and each X atom can move only tangentially, in step with its top. Two motions remain, the spins of the two tops. One combination is overall rotation and the other is the torsion.

Each X atom is ρ = 1.48 × √8/3 = 1.395 Å from the axis, so each top has I = 3ρ² = 5.841 u Å² and I_red = 2.921 u Å². Then B_rot = 5.772 cm⁻¹ and the torsion lies at 3√(5.772 × 400) = 144.2 cm⁻¹, or λ = 0.07641 eV/(Å² u). The numerical Hessian, made from four-point differences of gradients with a step of 0.002 Å, gives the same value with and without projection.

Doubling the X masses on one top raises I_red by a factor 4/3. The torsion falls by √(3/4), to 124.8 cm⁻¹.

**How a torsion becomes contaminated**

Let u₁ and u₂ be the normalized mass-weighted spins of two equal tops. The torsion and the axial rotation are

τ = (u₁ − u₂)/√2, a = (u₁ + u₂)/√2.

Suppose the error acts on each top separately, with u₁ᵀEu₁ = e₁, u₂ᵀEu₂ = e₂ and u₁ᵀEu₂ = 0. Inserting τ and a gives the block

[ λ + (e₁ + e₂)/2   (e₁ − e₂)/2 ]
[ (e₁ − e₂)/2       (e₁ + e₂)/2 ].

The difference of the errors mixes torsion with rotation; their mean shifts the torsion. Projection removes the mixing and keeps the shift.

The ripple energy is A Σ sin(2πx/p), summed over all atoms and Cartesian components, with A = 0.10 meV and p = 0.25 Å. The molecular axis is z, the centre of mass is at the origin, and one X atom of the first top lies in the xz plane at positive x. The geometry is held fixed when the ripple is added. The force from the ripple is at most 2πA/p = 0.0025 eV/Å per component, but its curvature reaches (2π/p)²A = 0.063 eV/Å², comparable with the torsional curvature.

Inversion exchanges the tops. The sine and its second derivative are odd, so e₂ = −e₁. Here e₁ = −0.03055 and e₂ = 0.03055 eV/(Å² u). The upper eigenvalue of the block is

λ₊ = λ/2 + √(λ²/4 + e₁²) = 0.0382 + 0.0489 = 0.0871 eV/(Å² u),

which is 153.9 cm⁻¹, against 153.7 cm⁻¹ from the full matrix. The full eigenvector has 11% rigid-body weight, and the lowest raw wavenumber is −54.6 cm⁻¹.

After projection the torsion is at 143.9 cm⁻¹, and its squared overlap with τ rises from 0.890 to 0.9999. The remaining −0.2 cm⁻¹ comes from DᵀED. Its first-order shift of the torsion vanishes by symmetry, so what is left is of second order, through coupling to other vibrations.

The softer the torsion, the stronger this mixing. In the limit λ → 0 the block has eigenvalues ±e₁, and its eigenvectors are u₁ and u₂: each top appears to spin alone, with half torsion and half overall rotation.

**An error that projection cannot remove**

Moving the molecule by +p/4 along each of x, y and z turns every sine into a cosine. The error is now even under inversion, so e₁ = e₂ = −0.0343 eV/(Å² u). The off-diagonal element vanishes, and the torsional eigenvalue is

0.0764 − 0.0343 = 0.0421 eV/(Å² u),

or about 107 cm⁻¹. The full calculation gives 107.1 cm⁻¹ before projection and 106.8 cm⁻¹ after it. The raw mode has only 0.5% rigid weight. That weight is translational: torsion and translation are odd under inversion, rotations are even, and an even error cannot couple the two classes. The projected mode has a squared overlap of 0.9999 with the ideal torsion, yet its wavenumber is 26% too low relative to the clean value. Moving the molecule by −p/4 along each axis instead reverses the sign of the error and puts the projected torsion at 173.4 cm⁻¹.

The discarded blocks still carry information. For the odd ripple the axial element of S = BᵀKB vanishes while the coupling C = DᵀKB is large. For the even ripple the coupling between torsion and axial rotation vanishes while the axial element of S is −0.0343, equal to the torsional shift. Both blocks should therefore be reported. The equality holds for equal tops with independent errors; it is not a general correction formula.

**Residual forces**

Now remove the ripple and leave the three YX bonds of the first top 0.003 Å too long. The largest atomic force is 17 × 0.003 = 0.051 eV/Å. The relation H(e × x) = e × g, with e along the molecular axis, gives the spin error from the gradient alone:

e₁ = Σ_top 1 (e × r)·(e × g)/I₁.

Each scalar product is ρ times the outward component of g. A bond that is too long has an outward gradient, so e₁ is positive: 0.0344 eV/(Å² u). The second top has e₂ = 0. The torsional energy depends on the relative angle and gives λ as before, apart from the slight change in I₁. The projected torsion should thus have

λ + e₁/2 = 0.0764 + 0.0172 = 0.0936 eV/(Å² u),

or 159.5 cm⁻¹. The full Hessian gives 162.5 cm⁻¹ before projection and 159.4 cm⁻¹ after it. Rigid weight of 4.4% has gone, but an error of 15 cm⁻¹ remains. Its origin is geometrical: a straight tangential displacement lengthens a bond at second order, and a bond under tension charges energy for that. Reoptimization removes the cause.

This case also has no imaginary raw mode to give a warning. The block puts the axial rotation at a real wavenumber near 61 cm⁻¹, where it could be taken for a soft vibration.

**Size of the neglected physics**

The parameters of the two-top model are in the rough regime of disilane, a silicon deposition precursor; those of the triatomic are in that of nitrous oxide, an oxidant for oxide growth. Neither force field is a computed real molecule. The bond lengths and the barrier of a few hundred cm⁻¹ are ordinary for the first case, and a bend of roughly 600 cm⁻¹ for the second. For a warm gas of such two-top molecules, the harmonic torsion is a doubtful assumption. At 600 K the thermal energy is 417 cm⁻¹, slightly above the barrier.

Diagonalizing −B_rot d²/dφ² + V_tor in Fourier functions exp(imφ), |m| ≤ 40, gives a torsional fundamental of 129.6 cm⁻¹, 10% below the harmonic value. The ground-level tunnelling splitting is 0.016 cm⁻¹, negligible at this temperature. This rotor has a constant reduced moment, no coupling to other vibrations and no overall axial rotation. Dividing its partition function by three for the equivalent wells puts its free energy 6.8 meV below the harmonic result at 600 K. As kT is 51.7 meV, the torsional partition function is larger by exp(6.8/51.7) ≈ 1.14.

On the same harmonic scale, and counting the torsion alone, the unprojected odd ripple causes a free-energy error of +3.4 meV, which projection reduces to −0.1 meV. The shifted ripple leaves −15.6 meV after projection, a factor of 1.35 in the torsional partition function. The ripple also shifts the other vibrations; with all 18 included, the error left by the shifted ripple is −13.5 meV. For the torsion with these parameters, projection removes an error smaller than the anharmonic correction, while the error it cannot reach is more than twice that correction. A soft torsion therefore needs a relaxed geometry and a Hessian that is stable when the molecule is moved relative to the grid. Relaxation alone does not cure a ripple: when the model is optimized tightly on the ripple from the unshifted position, the projected torsion comes out near 191 cm⁻¹.

The hindered-rotor correction should be checked well before kT reaches the barrier. In this model it already raises the torsional partition function by a factor of 1.18 at 300 K, where kT is about half the barrier.
